# Effective mass of Bernal bilayer graphene from interlayer hopping and velocity: a program that tests the result

```python
# Result under test: in Bernal bilayer graphene with in-plane velocity v and
# interlayer hopping gamma1 between stacked atoms, the touching bands have
# the small-momentum effective mass m = gamma1 / (2 v^2).
# Symbols: k wave number from the zone corner (1/nm), energies in eV,
# w = hbar v (kx + i ky), r3 = v3/v and r4 = v4/v skew-hopping velocity ratios,
# delta = site-energy shift of stacked atoms, bias = layer energy difference.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

gamma1 = 0.38                  # eV
velocity = 1.0e6               # m/s
density_cm2 = 1.0e12           # carriers per cm^2
r3, r4, delta = 0.10, 0.05, 0.02   # rough typical values
spacing, lattice = 0.335, 0.246    # nm, rough typical values
temperature = 300.0            # K

hv = const.hbar * velocity / const.e * 1e9               # eV nm
h2m = const.hbar**2 / (const.m_e * const.e) * 1e18       # hbar^2/m0, eV nm^2
mass_kg = gamma1 * const.e / (2 * velocity**2)
mass = mass_kg / const.m_e


def matrix(w, s3=0.0, s4=0.0, shift=0.0, bias=0.0):
    """Four-band Hamiltonian in the order A1, B1, A2, B2."""
    c = np.conj(w)
    u = bias / 2
    return np.array([[u, c, -s4 * c, s3 * w],
                     [w, u + shift, gamma1, -s4 * c],
                     [-s4 * w, gamma1, -u + shift, c],
                     [s3 * c, -s4 * w, w, -u]], dtype=complex)


def carrier_energy(k, angle=0.0, sign=1, **terms):
    """Energy of the low band, counted positive for electrons and holes."""
    levels = np.linalg.eigvalsh(matrix(hv * k * np.exp(1j * angle), **terms))
    return levels[2] if sign == 1 else -levels[1]


# Four-band energies: diagonalization against the closed form
for k in (0.02, 0.15, 0.6, 1.3):
    root = np.sqrt(gamma1**2 / 4 + (hv * k)**2)
    closed = np.sort([s * gamma1 / 2 + t * root for s in (1, -1) for t in (1, -1)])
    assert np.allclose(np.linalg.eigvalsh(matrix(hv * k * np.exp(0.7j))),
                       closed, atol=1e-12)

# Small-k mass from diagonalization; the finite k leaves an error E/gamma1
k_small = 0.003
mass_diag = h2m * k_small**2 / (2 * carrier_energy(k_small))
assert abs(mass_diag / mass - 1) < 1e-4
assert round(mass_diag, 3) == 0.033

# Small-k mass from the honeycomb lattice sum, averaged over +q and -q
gamma0 = 2 * hv / (np.sqrt(3) * lattice)
bonds = lattice * np.array([[0, 1 / np.sqrt(3)],
                            [0.5, -0.5 / np.sqrt(3)],
                            [-0.5, -0.5 / np.sqrt(3)]])
corner = np.array([4 * np.pi / (3 * lattice), 0.0])


def lattice_w(q, angle):
    kvec = corner + q * np.array([np.cos(angle), np.sin(angle)])
    return gamma0 * np.sum(np.exp(1j * bonds @ kvec))


pair = [np.linalg.eigvalsh(matrix(lattice_w(k_small, a)))[2] for a in (0.2, 0.2 + np.pi)]
mass_lattice = h2m * k_small**2 / (2 * np.mean(pair))
assert abs(mass_lattice / mass - 1) < 1e-4

# Working density with fourfold degeneracy
n_nm2 = density_cm2 * 1e-14
k_f = np.sqrt(np.pi * n_nm2)
e_f = carrier_energy(k_f)
parabola = h2m * k_f**2 / (2 * mass)
assert abs((parabola / e_f - 1) - e_f / gamma1) < 1e-9

# Share of the state on the stacked atoms
vec = np.linalg.eigh(matrix(hv * k_f))[1][:, 2]
share = abs(vec[1])**2 + abs(vec[2])**2
assert abs(share - e_f / (gamma1 + 2 * e_f)) < 1e-10

angles = np.arange(24) * (2 * np.pi / 3) / 24   # one period of threefold symmetry


def contour(energy, sign=1, **terms):
    return np.array([brentq(lambda k: carrier_energy(k, a, sign, **terms) - energy,
                            0.03, 1.0, xtol=1e-12) for a in angles])


def area(energy, sign=1, **terms):
    return np.pi * np.mean(contour(energy, sign, **terms)**2)


def mass_at_density(sign=1, **terms):
    """Fermi energy and cyclotron mass (hbar^2/2 pi) dA/dE at the density."""
    target = np.pi**2 * n_nm2
    fermi = brentq(lambda e: area(e, sign, **terms) - target, 0.018, 0.08, xtol=1e-10)
    step = 1e-4
    slope = (area(fermi + step, sign, **terms) - area(fermi - step, sign, **terms)) / (2 * step)
    return fermi, h2m * slope / (2 * np.pi)


fermi_base, mc_base = mass_at_density()
assert abs(fermi_base - e_f) < 1e-8
assert abs(mc_base / (mass * (1 + 2 * e_f / gamma1)) - 1) < 1e-5

# Electron and hole masses with skew hopping v4 and site shift
mass_e = mass * (1 - delta / gamma1) / (1 + r4)**2
mass_h = mass * (1 + delta / gamma1) / (1 - r4)**2
for sign, formula in ((1, mass_e), (-1, mass_h)):
    energy = carrier_energy(k_small, sign=sign, s4=r4, shift=delta)
    assert abs(h2m * k_small**2 / (2 * energy) / formula - 1) < 1e-4

# Ridge between the split touching points caused by v3;
# the formula is leading order in v3/v, hence the 3 percent tolerance
warp_energy = gamma1 / 4 * r3**2
ridge = max(carrier_energy(k, s3=r3) for k in np.linspace(0, gamma1 * r3 / hv, 401))
assert abs(ridge / warp_energy - 1) < 0.03

# Layer energy difference from a single gate, charge shared equally
bias = const.e * density_cm2 * 1e4 * spacing * 1e-9 / (2 * const.epsilon_0)
fermi_3, mc_3 = mass_at_density(s3=r3)
k_warped = contour(fermi_3, s3=r3)
mc_4e = mass_at_density(s4=r4, shift=delta)[1]
mc_4h = mass_at_density(sign=-1, s4=r4, shift=delta)[1]
mc_u = mass_at_density(bias=bias)[1]
everything = dict(s3=r3, s4=r4, shift=delta, bias=bias)
fermi_all_e, mc_all_e = mass_at_density(**everything)
fermi_all_h, mc_all_h = mass_at_density(sign=-1, **everything)
thermal = const.k * temperature / const.e
curvature = max(abs(abs(lattice_w(k_f, a)) / (hv * k_f) - 1)
                for a in np.linspace(0, 2 * np.pi, 121))

print(f"interlayer hopping gamma1: {gamma1:.2f} eV")
print(f"gamma1 in joules: {gamma1 * const.e:.4e} J")
print(f"velocity v: {velocity:.1e} m/s")
print(f"electron mass m0: {const.m_e:.4e} kg")
print(f"effective mass, formula: {mass_kg:.4e} kg")
print(f"effective mass, formula: {mass:.5f} m0")
print(f"small-k mass, four-band diagonalization: {mass_diag:.5f} m0")
print(f"small-k mass, lattice Hamiltonian: {mass_lattice:.5f} m0")
print(f"wave number used for small-k masses: {k_small:.3f} 1/nm")
print(f"hbar v: {hv:.4f} eV nm")
print(f"carrier density: {density_cm2:.1e} cm^-2")
print(f"Fermi wave number: {k_f:.4f} 1/nm")
print(f"hbar v k_F: {hv * k_f:.4f} eV")
print(f"Fermi energy, four-band: {1e3 * e_f:.2f} meV")
print(f"Fermi energy, parabola: {1e3 * parabola:.2f} meV")
print(f"parabola overestimate E/gamma1: {100 * e_f / gamma1:.2f} percent")
print(f"share on stacked atoms at k_F: {100 * share:.2f} percent")
print(f"cyclotron mass at density, minimal model: {mc_base:.4f} m0")
print(f"rough inputs v3/v, v4/v: {r3:.2f}, {r4:.2f} (no unit)")
print(f"rough input site shift Delta: {delta:.3f} eV")
print(f"rough inputs layer spacing, lattice constant: {spacing:.3f}, {lattice:.3f} nm")
print(f"warping energy, formula: {1e3 * warp_energy:.3f} meV")
print(f"warping energy, four-band ridge: {1e3 * ridge:.3f} meV")
print(f"warped contour k_F, smallest: {k_warped.min():.4f} 1/nm")
print(f"warped contour k_F, largest: {k_warped.max():.4f} 1/nm")
print(f"cyclotron mass at density with v3 only: {mc_3:.4f} m0")
print(f"small-k electron mass with v4 and Delta: {mass_e:.4f} m0")
print(f"small-k hole mass with v4 and Delta: {mass_h:.4f} m0")
print(f"electron mass at density with v4 and Delta: {mc_4e:.4f} m0")
print(f"hole mass at density with v4 and Delta: {mc_4h:.4f} m0")
print(f"layer energy difference U, upper estimate: {1e3 * bias:.1f} meV")
print(f"cyclotron mass at density with U only: {mc_u:.4f} m0")
print(f"electron mass at density, all terms: {mc_all_e:.4f} m0")
print(f"hole mass at density, all terms: {mc_all_h:.4f} m0")
print(f"electron Fermi energy, all terms: {1e3 * fermi_all_e:.2f} meV")
print(f"hole Fermi energy, all terms: {1e3 * fermi_all_h:.2f} meV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {1e3 * thermal:.2f} meV")
print(f"mass shift for an energy change kT, over m: {200 * thermal / gamma1:.1f} percent")
print(f"largest lattice deviation from hbar v k at k_F: {100 * curvature:.2f} percent")
print("all assertions hold")
```

Printed output:

```
interlayer hopping gamma1: 0.38 eV
gamma1 in joules: 6.0883e-20 J
velocity v: 1.0e+06 m/s
electron mass m0: 9.1094e-31 kg
effective mass, formula: 3.0441e-32 kg
effective mass, formula: 0.03342 m0
small-k mass, four-band diagonalization: 0.03342 m0
small-k mass, lattice Hamiltonian: 0.03342 m0
wave number used for small-k masses: 0.003 1/nm
hbar v: 0.6582 eV nm
carrier density: 1.0e+12 cm^-2
Fermi wave number: 0.1772 1/nm
hbar v k_F: 0.1167 eV
Fermi energy, four-band: 32.96 meV
Fermi energy, parabola: 35.82 meV
parabola overestimate E/gamma1: 8.67 percent
share on stacked atoms at k_F: 7.39 percent
cyclotron mass at density, minimal model: 0.0392 m0
rough inputs v3/v, v4/v: 0.10, 0.05 (no unit)
rough input site shift Delta: 0.020 eV
rough inputs layer spacing, lattice constant: 0.335, 0.246 nm
warping energy, formula: 0.950 meV
warping energy, four-band ridge: 0.948 meV
warped contour k_F, smallest: 0.1484 1/nm
warped contour k_F, largest: 0.2111 1/nm
cyclotron mass at density with v3 only: 0.0393 m0
small-k electron mass with v4 and Delta: 0.0287 m0
small-k hole mass with v4 and Delta: 0.0390 m0
electron mass at density with v4 and Delta: 0.0347 m0
hole mass at density with v4 and Delta: 0.0446 m0
layer energy difference U, upper estimate: 30.3 meV
cyclotron mass at density with U only: 0.0433 m0
electron mass at density, all terms: 0.0379 m0
hole mass at density, all terms: 0.0500 m0
electron Fermi energy, all terms: 40.03 meV
hole Fermi energy, all terms: 30.66 meV
temperature: 300 K
thermal energy kT: 25.85 meV
mass shift for an energy change kT, over m: 13.6 percent
largest lattice deviation from hbar v k at k_F: 0.64 percent
all assertions hold
```
